# Effective Thermal Conductivity of Isotropic Composites at Weak Contrast: a program that tests the result

```python
"""
Result under test: a three-dimensional composite with isotropic two-point
statistics and weak contrast has the effective thermal conductivity
    k_eff = k0 - Var(k)/(3 k0) + R,
    |R| <= Var(k)/(3 k0) * eps/(1 - eps).
k0 : volume mean of the local conductivity k(r)
eps: largest value of |k - k0|/k0
A  : tensor in k_eff = k0 (I - s2 A), s2 = Var(k)/k0^2; trace A = 1,
     and A = I/3 for isotropic statistics.
The full heat equation is solved by finite volumes in a periodic unit cell
(with k0 = 1), and a composite of coated spheres is solved symbolically.
"""
import numpy as np
import sympy as sp
from scipy.constants import Stefan_Boltzmann

N = 32
freq = np.fft.fftfreq(N, 1.0 / N)
MODE = np.meshgrid(freq, freq, freq, indexing="ij")
MODE2 = sum(m**2 for m in MODE)
lattice_symbol = 4 * N**2 * sum(np.sin(np.pi * m / N)**2 for m in MODE)
lattice_symbol[0, 0, 0] = 1.0
INVERSE_LAPLACE = 1.0 / lattice_symbol
INVERSE_LAPLACE[0, 0, 0] = 0.0


def gradient(t, axis):
    return N * (np.roll(t, -1, axis) - t)


def divergence(flux, axis):
    return N * (flux - np.roll(flux, 1, axis))


def solve_cell(k_faces, axis):
    """Conductivity along axis and periodic temperature part, unit gradient."""
    rhs = divergence(k_faces[axis], axis)
    theta = np.zeros((N, N, N))
    size = np.linalg.norm(rhs)
    if size < 1e-10:
        return k_faces[axis].mean(), theta

    def operator(t):
        return -sum(divergence(k_faces[i] * gradient(t, i), i)
                    for i in range(3))

    def precondition(r):
        return np.fft.ifftn(np.fft.fftn(r) * INVERSE_LAPLACE).real

    res = rhs.copy()
    z = precondition(res)
    direction = z.copy()
    rz = np.sum(res * z)
    for _ in range(80):
        image = operator(direction)
        step = rz / np.sum(direction * image)
        theta += step * direction
        res -= step * image
        if np.linalg.norm(res) < 1e-10 * size:
            break
        z = precondition(res)
        rz_new = np.sum(res * z)
        direction = z + (rz_new / rz) * direction
        rz = rz_new
    else:
        raise RuntimeError("cell solver did not converge")
    k_eff = np.mean(k_faces[axis] * (1 + gradient(theta, axis)))
    return k_eff, theta


def random_field(rng, elongation=0.0):
    """Skewed smooth field u: zero mean, max|u| = 1, at nodes and faces."""
    weight = ((MODE2 > 0) & (MODE2 <= 9)).astype(float)
    weight *= np.exp(-elongation * (MODE[0]**2 + MODE[1]**2))
    spec = weight * (rng.normal(size=weight.shape)
                     + 1j * rng.normal(size=weight.shape))
    shifts = [1.0] + [np.exp(1j * np.pi * m / N) for m in MODE]
    samples = [np.fft.ifftn(spec * s).real for s in shifts]
    scale = samples[0].std()
    samples = [g / scale for g in samples]
    samples = [g + 0.5 * (g**2 - 1) for g in samples]
    top = max(np.abs(u).max() for u in samples)
    samples = [u / top for u in samples]
    return samples[0], samples[1:]


def measured_A(u_node, u_faces, axis, contrast=0.05):
    """Diagonal element of A from full solutions with both signs of u."""
    up = solve_cell([1 + contrast * u for u in u_faces], axis)[0]
    down = solve_cell([1 - contrast * u for u in u_faces], axis)[0]
    return (1 - 0.5 * (up + down)) / (contrast**2 * u_node.var())


rng = np.random.default_rng(2024)

# First-order temperature: full solution against its Fourier formula
u_node, u_faces = random_field(rng)
theta = solve_cell([1 + 0.01 * u for u in u_faces], 0)[1] / 0.01
mode2_safe = np.where(MODE2 > 0, MODE2, 1.0)
theta_formula = np.fft.ifftn(1j * MODE[0] * np.fft.fftn(u_node)
                             / (2 * np.pi * mode2_safe)).real
theta_error = (np.linalg.norm(theta - theta_formula)
               / np.linalg.norm(theta_formula))
assert theta_error < 0.04      # second-order grid error of the solver

# Size of the remainder for the average over three directions
variance_u = u_node.var()


def remainder(contrast):
    k_faces = [1 + contrast * u for u in u_faces]
    average = np.mean([solve_cell(k_faces, i)[0] for i in range(3)])
    return average - (1 - contrast**2 * variance_u / 3)


rem_large, rem_small = remainder(0.08), remainder(0.04)
remainder_ratio = rem_large / rem_small
assert abs(remainder_ratio - 8) < 0.5
strong = 0.5
rem_strong = remainder(strong)
bound_strong = strong**2 * variance_u / 3 * strong / (1 - strong)
assert abs(rem_strong) <= bound_strong

# Elongated microstructure: tensor A against the sum over Fourier modes
e_node, e_faces = random_field(rng, elongation=0.5)
A_solved = np.array([measured_A(e_node, e_faces, i) for i in range(3)])
power = np.abs(np.fft.fftn(e_node))**2
power[0, 0, 0] = 0.0
A_modes = np.array([np.sum(power * m**2 / mode2_safe) for m in MODE])
A_modes /= power.sum()
assert np.max(np.abs(A_solved - A_modes)) < 0.02   # grid error
assert abs(A_solved.sum() - 1) < 2e-3              # fourth-order terms
assert A_solved[2] - A_solved[0] > 0.1             # isotropy does matter

# Layers stacked along z
z_node = np.arange(N) / N
blank = np.zeros((N, N, N))
layer_node = blank + np.cos(2 * np.pi * z_node)
layer_face_z = blank + np.cos(2 * np.pi * (z_node + 0.5 / N))
layer_faces = [layer_node, layer_node, layer_face_z]
A_across = measured_A(layer_node, layer_faces, 2)
A_along = measured_A(layer_node, layer_faces, 0)
assert abs(A_across - 1) < 2e-3 and abs(A_along) < 1e-8

# Isotropic ensemble: one direction only, independent realizations
values = []
for _ in range(24):
    r_node, r_faces = random_field(rng)
    values.append(measured_A(r_node, r_faces, 0))
A_mean = np.mean(values)
A_error = np.std(values, ddof=1) / np.sqrt(len(values))
assert A_error < 0.03 and abs(A_mean - 1 / 3) < 4 * A_error


# Coated spheres: the core fills the fraction f of a sphere of unit radius
def coated_sphere(k_core, k_shell, f):
    """Outer conductivity for which the coated sphere is invisible."""
    a, b, c, k_out = sp.symbols("a b c k_out")
    equations = [a - b - c / f,
                 k_core * a - k_shell * (b - 2 * c / f),
                 b + c - 1,
                 k_shell * (b - 2 * c) - k_out]
    return sp.solve(equations, [a, b, c, k_out], dict=True)[0][k_out]


m, f, d = sp.symbols("m f d", positive=True)
k_sphere = sp.simplify(coated_sphere(m + (1 - f) * d, m - f * d, f))
orders = [sp.simplify(sp.diff(k_sphere, d, n).subs(d, 0) / sp.factorial(n))
          for n in range(4)]
assert sp.simplify(orders[0] - m) == 0 and orders[1] == 0
assert sp.simplify(orders[2] + f * (1 - f) / (3 * m)) == 0
assert orders[3] != 0

# Worked example: dense two-phase oxide coating, SI units inside
k_good, k_poor, f_poor = 2.4, 1.6, 0.3
thickness, domain, heat_flux, temperature = 200e-6, 10e-6, 1e6, 1200.0
fractions = np.array([1 - f_poor, f_poor])
k_phases = np.array([k_good, k_poor])
k_mean = fractions @ k_phases
k_var = fractions @ (k_phases - k_mean)**2
correction = k_var / (3 * k_mean)
k_second = k_mean - correction
eps = np.max(np.abs(k_phases - k_mean)) / k_mean
error_bar = correction * eps / (1 - eps)
k_poor_core = float(coated_sphere(k_poor, k_good, f_poor))
k_good_core = float(coated_sphere(k_good, k_poor, 1 - f_poor))
for k_exact in (k_poor_core, k_good_core):
    assert abs(k_exact - k_second) <= error_bar
k_layers = 1 / (fractions @ (1 / k_phases))
drop_mean = heat_flux * thickness / k_mean
drop_second = heat_flux * thickness / k_second

# Neglected effects, from rough inputs
R_interface, pores = 5e-9, 0.01
refractive_index, extinction = 2.1, 2e4
heat_capacity, sound_speed = 3e6, 4000.0
interface_part = R_interface * k_second / domain
pore_part = 1 - float(coated_sphere(0.0, k_second, pores)) / k_second
k_rad = (16 * refractive_index**2 * Stefan_Boltzmann * temperature**3
         / (3 * extinction))
t_hot = temperature + drop_second / 2
t_cold = temperature - drop_second / 2
k_variation = t_hot / t_cold - 1
k_average_shift = temperature * np.log(t_hot / t_cold) / drop_second - 1
phonon_path = 3 * k_second / (heat_capacity * sound_speed)
edge_part = 2 * domain / thickness * correction / k_mean

print("TESTS (dimensionless)")
print(f"first-order temperature, relative error: {theta_error:.4f}")
print(f"remainder ratio on halving contrast: {remainder_ratio:.3f}")
print(f"remainder at eps = {strong}: {rem_strong:.3e}")
print(f"bound on it: {bound_strong:.3e}")
print("elongated, A solved (x,y,z):", np.round(A_solved, 4))
print("elongated, A from modes    :", np.round(A_modes, 4))
print(f"elongated, trace of A solved: {A_solved.sum():.5f}")
print(f"layers, A across: {A_across:.5f}, along: {abs(A_along):.5f}")
print(f"isotropic ensemble, number of cells: {len(values)}")
print(f"isotropic ensemble, A_xx: {A_mean:.4f} +- {A_error:.4f}")
print("coated spheres, d^2 coefficient:", sp.factor(orders[2]))
print("coated spheres, d^3 coefficient:", sp.factor(orders[3]))
print("EXAMPLE")
print(f"phase conductivities: {k_good}, {k_poor} W/(m K)")
print(f"volume fraction of poorer conductor: {f_poor}")
print(f"mean conductivity: {k_mean:.4f} W/(m K)")
print(f"variance: {k_var:.4f} (W/(m K))^2")
print(f"second-order correction: {correction:.5f} W/(m K)")
print(f"correction / mean: {100 * correction / k_mean:.3f} %")
print(f"second-order k_eff: {k_second:.4f} W/(m K)")
print(f"eps: {eps:.4f}")
print(f"bound on remainder: {error_bar:.5f} W/(m K)")
print(f"coated spheres, poor core: {k_poor_core:.4f} W/(m K)")
print(f"coated spheres, good core: {k_good_core:.4f} W/(m K)")
print(f"across layers: {k_layers:.4f} W/(m K)")
print(f"thickness: {thickness * 1e6:.0f} um")
print(f"domain size: {domain * 1e6:.0f} um")
print(f"heat flux: {heat_flux / 1e6:.1f} MW/m^2")
print(f"mean temperature: {temperature:.0f} K")
print(f"temperature drop with mean k: {drop_mean:.2f} K")
print(f"temperature drop with second-order k: {drop_second:.2f} K")
print("NEGLECTED EFFECTS (rough inputs)")
print(f"interface resistance: {R_interface:.1e} m^2 K/W")
print(f"  lowers k by about {100 * interface_part:.2f} %")
print(f"pore fraction: {100 * pores:.1f} %")
print(f"  lowers k by {100 * pore_part:.2f} %")
print(f"refractive index: {refractive_index}")
print(f"extinction coefficient: {extinction:.1e} 1/m")
print(f"  photon mean free path: {1e6 / extinction:.0f} um")
print(f"  optical thickness of coating: {extinction * thickness:.1f}")
print(f"  radiative conductivity: {k_rad:.3f} W/(m K)")
print(f"  relative to k_eff: {100 * k_rad / k_second:.1f} %")
print(f"k ~ 1/T, variation across coating: {100 * k_variation:.1f} %")
print(f"  shift of average k: {100 * k_average_shift:.3f} %")
print(f"heat capacity: {heat_capacity:.1e} J/(m^3 K)")
print(f"sound speed: {sound_speed:.0f} m/s")
print(f"  phonon mean free path: {phonon_path * 1e9:.2f} nm")
print(f"  path / domain size: {phonon_path / domain:.1e}")
print(f"finite thickness, order of effect: {100 * edge_part:.2f} %")
print("all good")
```

Running it gives:

```
TESTS (dimensionless)
first-order temperature, relative error: 0.0046
remainder ratio on halving contrast: 7.905
remainder at eps = 0.5: 6.551e-05
bound on it: 1.183e-03
elongated, A solved (x,y,z): [0.1515 0.0678 0.781 ]
elongated, A from modes    : [0.151  0.0676 0.7814]
elongated, trace of A solved: 1.00034
layers, A across: 1.00063, along: 0.00000
isotropic ensemble, number of cells: 24
isotropic ensemble, A_xx: 0.3325 +- 0.0095
coated spheres, d^2 coefficient: f*(f - 1)/(3*m)
coated spheres, d^3 coefficient: f*(f - 1)*(4*f - 1)/(9*m**2)
EXAMPLE
phase conductivities: 2.4, 1.6 W/(m K)
volume fraction of poorer conductor: 0.3
mean conductivity: 2.1600 W/(m K)
variance: 0.1344 (W/(m K))^2
second-order correction: 0.02074 W/(m K)
correction / mean: 0.960 %
second-order k_eff: 2.1393 W/(m K)
eps: 0.2593
bound on remainder: 0.00726 W/(m K)
coated spheres, poor core: 2.1398 W/(m K)
coated spheres, good core: 2.1333 W/(m K)
across layers: 2.0870 W/(m K)
thickness: 200 um
domain size: 10 um
heat flux: 1.0 MW/m^2
mean temperature: 1200 K
temperature drop with mean k: 92.59 K
temperature drop with second-order k: 93.49 K
NEGLECTED EFFECTS (rough inputs)
interface resistance: 5.0e-09 m^2 K/W
  lowers k by about 0.11 %
pore fraction: 1.0 %
  lowers k by 1.49 %
refractive index: 2.1
extinction coefficient: 2.0e+04 1/m
  photon mean free path: 50 um
  optical thickness of coating: 4.0
  radiative conductivity: 0.115 W/(m K)
  relative to k_eff: 5.4 %
k ~ 1/T, variation across coating: 8.1 %
  shift of average k: 0.051 %
heat capacity: 3.0e+06 J/(m^3 K)
sound speed: 4000 m/s
  phonon mean free path: 0.53 nm
  path / domain size: 5.3e-05
finite thickness, order of effect: 0.10 %
all good
```
